# Phonon Emission, Absorption and the Electron Mass Enhancement 1 + λ: a program that tests the result

```python
"""
Result under test: the Fan-Migdal electron self-energy
  Sigma(z) = sum g^2 [ (n+1-f)/(z-eps-Om) + (n+f)/(z-eps+Om) ]
and the electron mass enhancement m*/m = 1 + lambda that follows from it.
  z     complex electron energy measured from the chemical potential
  eps   energy of the intermediate electron state, f its Fermi occupation
  Om    phonon energy, n its Bose occupation, g the coupling energy
  lambda = 2 * integral of a2F(Om)/Om ; for one Einstein mode 2*N*g^2/Om,
  where N is the density of states per spin at the Fermi level.
Part 1 uses units of the phonon energy, part 2 Hartree atomic units.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_K = physical_constants["hartree-kelvin relationship"][0]


def fan_kernel(z, eps, phonon, temp):
    """Self-energy divided by g^2 for one intermediate state."""
    n = 1.0 / np.expm1(phonon / temp)
    f = expit(-eps / temp)
    return (n + 1 - f) / (z - eps - phonon) + (n + f) / (z - eps + phonon)


# ---------- Part 1: two electron levels and one phonon ----------
level1, level2, mode, temp1 = 0.37, -0.21, 1.0, 0.8
bose = 1.0 / np.expm1(mode / temp1)
fermi = expit(-level2 / temp1)
print("PART 1: two-level model, energies in units of the phonon energy")
print(f"level 1, level 2, temperature: {level1}, {level2}, {temp1}")
print(f"n = {bose:.6f}, f(level 2) = {fermi:.6f}")
print(f"n+1-f = {bose + 1 - fermi:.6f}, n+f = {bose + fermi:.6f}")

# Brute-force Matsubara sum against the closed form
nu = 2 * np.pi * temp1 * np.arange(-20000, 20001)
for index in (0, 1, -3):
    iw = 1j * np.pi * temp1 * (2 * index + 1)
    phonon_line = -2 * mode / (nu**2 + mode**2)
    electron_line = 1 / (iw - 1j * nu - level2)
    summed = -temp1 * np.sum(phonon_line * electron_line)
    closed = fan_kernel(iw, level2, mode, temp1)
    assert abs(summed - closed) < 1e-9
    if index == 0:
        print(f"Sigma/g^2 at first Matsubara frequency, sum:    {summed:.8f}")
        print(f"Sigma/g^2 at first Matsubara frequency, closed: {closed:.8f}")


def exact_lehmann(g):
    """Poles, addition weights and removal weights of level 1, exactly.

    The coupling g (c1+ c2 + c2+ c1)(b + b+) has no static mean field.
    """
    nph = 40
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    one2, one_ph = np.eye(2), np.eye(nph)
    c1 = np.kron(np.kron(lower, one2), one_ph)
    c2 = np.kron(np.kron(np.diag([1.0, -1.0]), lower), one_ph)
    b = np.kron(np.eye(4), np.diag(np.sqrt(np.arange(1.0, nph)), 1))
    ham = level1 * c1.T @ c1 + level2 * c2.T @ c2 + mode * b.T @ b
    ham = ham + g * (c1.T @ c2 + c2.T @ c1) @ (b + b.T)
    energy, vec = np.linalg.eigh(ham)
    prob = np.exp(-(energy - energy[0]) / temp1)
    prob /= prob.sum()
    strength = (vec.T @ c1 @ vec) ** 2
    poles = energy[None, :] - energy[:, None]
    return poles, strength * prob[:, None], strength * prob[None, :]


g_big, g_small = 0.01, 0.005
lehmann = {g: exact_lehmann(g) for g in (g_big, g_small)}
for name, z in (("Matsubara", 1j * np.pi * temp1), ("general", 0.3 + 0.5j)):
    closed = fan_kernel(z, level2, mode, temp1)
    errors = []
    for g in (g_big, g_small):
        poles, add, rem = lehmann[g]
        green = np.sum((add + rem) / (z - poles))
        exact = ((z - level1) - 1 / green) / g**2
        errors.append(abs(exact - closed))
    assert errors[1] < 3e-3 * abs(closed)
    assert 3.5 < errors[0] / errors[1] < 4.5   # remainder is of order g^2
    print(f"exact Sigma/g^2 at {name} z = {z:.4f}: {exact:.6f}")
    print(f"  closed form: {closed:.6f}, error ratio on halving g: "
          f"{errors[0] / errors[1]:.3f}")

# Satellite weights separate the four products of occupation factors
poles, add, rem = lehmann[g_small]
expected = {
    +1: ((bose + 1) * (1 - fermi), bose * fermi),
    -1: (bose * (1 - fermi), (bose + 1) * fermi),
}
for sign, label in ((+1, "level2+Om"), (-1, "level2-Om")):
    centre = level2 + sign * mode
    near = np.abs(poles - centre) < 0.1
    scale = (centre - level1) ** 2 / g_small**2
    got = (add[near].sum() * scale, rem[near].sum() * scale)
    for value, target in zip(got, expected[sign]):
        assert abs(value / target - 1) < 5e-3
    print(f"satellite {label}: addition {got[0]:.4f} "
          f"(product {expected[sign][0]:.4f}), removal {got[1]:.4f} "
          f"(product {expected[sign][1]:.4f})")

# ---------- Part 2: Einstein mode and a half-filled band ----------
Om, g, W = 0.001, 0.01, 0.2
N = 1 / (2 * W)
weight_a2F = N * g**2
lam = 2 * weight_a2F / Om
lam_band = lam * W / (W + Om)


def flat_dos(e):
    return N


def elliptic_dos(e):
    return 2 / (np.pi * W) * np.sqrt(max(0.0, 1 - (e / W) ** 2))


def band_part(weight, pole):
    """Principal value of the band integral of weight(e)/(pole-e)."""
    edges = sorted([-W, -20 * Om, -3 * Om, 0.0, 3 * Om, 20 * Om, W,
                    pole - 0.25 * Om, pole + 0.25 * Om])
    opts = dict(epsabs=1e-10, epsrel=1e-10, limit=200)
    total = 0.0
    for a, b in zip(edges, edges[1:]):
        if a < pole < b:
            total -= quad(weight, a, b, weight="cauchy", wvar=pole, **opts)[0]
        else:
            total += quad(lambda e: weight(e) / (pole - e), a, b, **opts)[0]
    return total


def real_sigma(w, temp=0.0, dos=flat_dos):
    """Real part on the real axis, straight from the occupation factors."""
    n = 1 / np.expm1(Om / temp) if temp > 0 else 0.0

    def occ(e):
        return expit(-e / temp) if temp > 0 else float(e < 0)

    emission = band_part(lambda e: dos(e) * (n + 1 - occ(e)), w - Om)
    absorption = band_part(lambda e: dos(e) * (n + occ(e)), w + Om)
    return g**2 * (emission + absorption)


def log_sigma(w):
    """Closed form at zero temperature for the flat band."""
    ratio = (W + Om + w) * (Om - w) / ((W + Om - w) * (Om + w))
    return weight_a2F * np.log(abs(ratio))


def slope(w=0.0, **kw):
    h = 0.002 * Om
    return (real_sigma(w + h, **kw) - real_sigma(w - h, **kw)) / (2 * h)


print("PART 2: Einstein mode and flat half-filled band")
print(f"Om = {Om} Ha = {1e3 * Om * HARTREE_EV:.3f} meV, g = {g} Ha, W = {W} Ha")
print(f"N = {N:.3f} per Ha per spin, N g^2 = {weight_a2F:.3e} Ha")
print(f"lambda = {lam:.4f}, 1+lambda = {1 + lam:.4f}, Z = {1 / (1 + lam):.4f}")

for x in (0.3, 0.6, 1.5):
    numeric, closed = real_sigma(x * Om), log_sigma(x * Om)
    assert abs(numeric - closed) < 1e-7 * Om
    print(f"Re Sigma({x} Om): integral {numeric:.6e} Ha, log {closed:.6e} Ha")

slope0 = slope()
assert abs(-slope0 - lam_band) < 1e-5
print(f"-dSigma/dw at 0, flat band: {-slope0:.6f}, "
      f"lambda W/(W+Om): {lam_band:.6f}")
print(f"mass ratio with this finite band: {1 - slope0:.6f}")

# A band whose density of states is not constant
lam_ell = 2 * elliptic_dos(0.0) * g**2 / Om
ratio_ell = -slope(dos=elliptic_dos) / lam_ell
assert abs(ratio_ell - 1) < 2 * Om / W
print(f"semi-elliptic band: lambda {lam_ell:.5f}, slope/lambda {ratio_ell:.5f}")

# General spectrum: a2F = lam*(x)^2 for phonon energies x in (0,1)
lam_spec = 2 * quad(lambda x: lam * x**2 / x, 0, 1)[0]
w_small = 0.01


def log_integrand(x):
    return lam * x**2 * np.log(abs((x + w_small) / (x - w_small)))


spec_slope = (quad(log_integrand, 0, w_small)[0]
              + quad(log_integrand, w_small, 1, limit=200)[0]) / w_small
assert abs(spec_slope / lam_spec - 1) < 1e-3
print(f"quadratic a2F: lambda {lam_spec:.5f}, "
      f"-Sigma/w at w = 0.01 cutoff: {spec_slope:.5f}")

# Quasiparticle energies from the pole condition E = eps + Re Sigma(E)
print("bare energy/Om, quasiparticle energy/Om, their ratio eps/E")
for x in (0.02, 0.2, 0.5, 1.0):
    E = brentq(lambda e: e - log_sigma(e) - x * Om, 0, Om * (1 - 1e-9),
               xtol=1e-16)
    if x == 0.02:
        assert abs(x * Om / E / (1 + lam_band) - 1) < 1e-4
    print(f"  {x:.2f}  {E / Om:.6f}  {x * Om / E:.5f}")

high = slope(10 * Om)
assert abs(high) < 0.01
print(f"1 - dSigma/dw at w = 10 Om: {1 - high:.5f}")

# Low-temperature correction to the slope
T = 0.05 * Om
t = T / Om
thermal = -slope(temp=T)
series = lam_band + lam * (np.pi**2 * t**2 / 3 + 7 * np.pi**4 * t**4 / 15)
assert abs(thermal - series) < 3e-5
print(f"T = {T:.2e} Ha = {T * HARTREE_K:.3f} K")
print(f"thermal slope: integral {thermal:.6f}, series {series:.6f}")
print(f"mass ratio at this T: {1 + thermal:.6f}")


# Damping at the Fermi level, tested at a temperature where it is sizeable
def imag_sigma(eta, temp):
    n = 1 / np.expm1(Om / temp)
    total = 0.0
    for pole, kind in ((-Om, "emission"), (Om, "absorption")):
        def integrand(e):
            f = expit(-e / temp)
            factor = n + 1 - f if kind == "emission" else n + f
            return -eta * factor / ((pole - e) ** 2 + eta**2)
        edges = sorted([-W, -20 * Om, -3 * Om, 0.0, 3 * Om, 20 * Om, W,
                        pole - 10 * eta, pole, pole + 10 * eta])
        total += sum(quad(integrand, a, b, limit=200)[0]
                     for a, b in zip(edges, edges[1:]))
    return weight_a2F * total


def damping(temp):
    return np.pi * lam * Om / np.sinh(Om / temp)


T_warm = 0.3 * Om
eta = 0.01 * Om
numeric = -(2 * imag_sigma(eta, T_warm) - imag_sigma(2 * eta, T_warm))
assert abs(numeric / damping(T_warm) - 1) < 5e-3
print(f"-Im Sigma(0) at T = 0.3 Om: integral {numeric:.5e} Ha, "
      f"formula {damping(T_warm):.5e} Ha")
print(f"-Im Sigma(0) at T = 0.05 Om: formula {damping(T):.3e} Ha")

print("finished without a failed check")
```

It prints:

```
PART 1: two-level model, energies in units of the phonon energy
level 1, level 2, temperature: 0.37, -0.21, 0.8
n = 0.401551, f(level 2) = 0.565251
n+1-f = 0.836300, n+f = 0.966802
Sigma/g^2 at first Matsubara frequency, sum:    0.05516170-0.61512487j
Sigma/g^2 at first Matsubara frequency, closed: 0.05516170-0.61512487j
exact Sigma/g^2 at Matsubara z = 0.0000+2.5133j: 0.055163-0.615136j
  closed form: 0.055162-0.615125j, error ratio on halving g: 4.000
exact Sigma/g^2 at general z = 0.3000+0.5000j: -0.259060-1.044313j
  closed form: -0.259128-1.044254j, error ratio on halving g: 4.000
satellite level2+Om: addition 0.6090 (product 0.6093), removal 0.2268 (product 0.2270)
satellite level2-Om: addition 0.1746 (product 0.1746), removal 0.7921 (product 0.7922)
PART 2: Einstein mode and flat half-filled band
Om = 0.001 Ha = 27.211 meV, g = 0.01 Ha, W = 0.2 Ha
N = 2.500 per Ha per spin, N g^2 = 2.500e-04 Ha
lambda = 0.5000, 1+lambda = 1.5000, Z = 0.6667
Re Sigma(0.3 Om): integral -1.540135e-04 Ha, log -1.540135e-04 Ha
Re Sigma(0.6 Om): integral -3.450810e-04 Ha, log -3.450810e-04 Ha
Re Sigma(1.5 Om): integral -3.986281e-04 Ha, log -3.986281e-04 Ha
-dSigma/dw at 0, flat band: 0.497513, lambda W/(W+Om): 0.497512
mass ratio with this finite band: 1.497513
semi-elliptic band: lambda 0.63662, slope/lambda 0.99230
quadratic a2F: lambda 0.50000, -Sigma/w at w = 0.01 cutoff: 0.50016
bare energy/Om, quasiparticle energy/Om, their ratio eps/E
  0.02  0.013355  1.49754
  0.20  0.133288  1.50051
  0.50  0.329619  1.51690
  1.00  0.630470  1.58612
1 - dSigma/dw at w = 10 Om: 0.99246
T = 5.00e-05 Ha = 15.789 K
thermal slope: integral 0.501781, series 0.501767
mass ratio at this T: 1.501781
-Im Sigma(0) at T = 0.3 Om: integral 1.12270e-04 Ha, formula 1.12216e-04 Ha
-Im Sigma(0) at T = 0.05 Om: formula 6.475e-12 Ha
finished without a failed check
```
